# Adaptive momentum meshes for mobility, with window and sampling errors separated

Suppose a mobility calculation sums the current only over electron states up to 0.10 eV above the band edge, with complete lifetimes and carrier density, and refines its momentum mesh until the result settles. For the silicon-like valley treated below it settles near 1608 cm²/Vs, although the mobility of the same model without the window is 1706 cm²/Vs. Refinement cannot expose the missing 5.7 %, because every mesh in the sequence omits the same states. The window and the mesh need separate error estimates.

## The quantity to be integrated

The algebra uses atomic units, with carrier charge of magnitude one, and \(\theta=k_BT\). Energies \(E\) start at the band edge. The carriers are non-degenerate, so \(f\propto e^{-E/\theta}\) and \(-\partial f/\partial E=f/\theta\).

Under a weak force \(F\) along \(x\), write the distribution as \(f+F(f/\theta)\varphi\). The drift term of the stationary Boltzmann equation is \(Fv_x\,\partial f/\partial E=-Fv_xf/\theta\). Let \(P_{kk'}\) be the transition rate from \(k\) to \(k'\). Detailed balance, \(P_{kk'}f_k=P_{k'k}f_{k'}\), turns gain minus loss into \(F(f_k/\theta)\sum_{k'}P_{kk'}(\varphi_{k'}-\varphi_k)\). Equating the two and cancelling \(-Ff_k/\theta\) gives

\[
v_x(k)=\sum_{k'}P_{kk'}\,[\varphi_k-\varphi_{k'}].
\]

Assume that \(P\) depends on the initial and final energies and on the valleys, but not on direction within a valley. Try \(\varphi=v_x\tau(E)\), with \(1/\tau=\Gamma=\sum_{k'}P_{kk'}\). States at opposite momenta about a valley centre have equal energy and opposite velocity, so \(\sum_{k'}P_{kk'}\varphi_{k'}=0\), and the trial function solves the equation. For forward-peaked scattering, such as polar scattering, this sum survives and the full linear system must be solved.

Drift velocity divided by force is the mobility. The six valleys lie in pairs along the cubic axes, so averaging \(v_x^2\) over them gives \((v_l^2+2v_t^2)/3=v^2/3\). Hence

\[
\mu=\frac{N}{D},\qquad
N=\int d^3k\,\frac{v^2}{3}\,\tau\,\frac f\theta,\qquad
D=\int d^3k\,f .
\]

## Band and rates of the test model

A first-principles calculation would supply interpolated energies and electron–phonon rates. Here an analytic valley stands in for them, so that the errors can be measured:

\[
\gamma\equiv E(1+\alpha E)=\sum_i\frac{k_i^2}{2m_i}.
\]

Differentiation gives \((1+2\alpha E)v_i=k_i/m_i\). With \(\kappa_i=k_i/\sqrt{m_i}\), surfaces of constant energy become spheres, \(\gamma=\kappa^2/2\), on which \(\langle\kappa_i^2\rangle=2\gamma/3\). Therefore

\[
\left\langle \frac{v^2}{3}\right\rangle=\frac{2\gamma}{3m_c(1+2\alpha E)^2},\qquad
\frac1{m_c}=\frac13\sum_i\frac1{m_i}.
\]

The volume element is \(d^3k=m_d^{3/2}\,4\pi\kappa^2d\kappa\), where \(m_d=(m_lm_t^2)^{1/3}\). Since \(\kappa\,d\kappa=d\gamma\), division by \((2\pi)^3\) gives the density of states for one spin and one valley:

\[
g(E)=\frac{m_d^{3/2}}{2\pi^2}\sqrt{2\gamma}\,(1+2\alpha E).
\]

A phonon mode of frequency \(\omega\) in volume \(V\), at mass density \(\rho\), has squared coupling \(C^2/(2\rho V\omega)\), times \(n\) for absorption or \(n+1\) for emission. For acoustic phonons \(C=\Xi q\) and \(\omega=uq\). If \(uq\ll\theta\), then \(n\simeq n+1\simeq\theta/(uq)\), and each process has squared coupling \(\Xi^2\theta/(2\rho Vu^2)\). The golden rule multiplies the sum of the two by \(2\pi Vg\), with the phonon energy neglected in the final state:

\[
\Gamma_{ac}=\frac{2\pi\Xi^2\theta}{\rho u^2}\,g(E).
\]

For intervalley phonons \(C\) is a constant \(\Delta\), and there are \(Z\) final valleys:

\[
\Gamma_{iv}=\frac{\pi\Delta^2Z}{\rho\omega}\,[\,n\,g(E+\omega)+(n+1)\,g(E-\omega)\,],
\]

where \(g=0\) below the edge. Changes of the Bloch overlap with energy are neglected. Because \(g\) increases with energy, so does \(\Gamma\), and \(\tau\) decreases.

## Truncation error

Let \(\Omega\) be the retained momentum region, containing at least all states with \(E<W\), and let \(\mu(\Omega,h)\) be the result on a mesh \(h\). Adding and subtracting \(\mu(\Omega)\) gives

\[
\mu-\mu(\Omega,h)=\underbrace{[\mu-\mu(\Omega)]}_{\text{truncation}}+\underbrace{[\mu(\Omega)-\mu(\Omega,h)]}_{\text{sampling}} .
\]

Here \(D\) is computed without a window, which is cheap because it needs band energies alone. The first bracket is then the integral of a non-negative function over the omitted states. These all lie above \(W\), where \(\tau(E)\le\tau(W)\), so

\[
0\le\mu-\mu(\Omega)\le B(W)=\frac{\tau(W)}{D}\int_{E>W}d^3k\,\frac{v^2}{3}\,\frac f\theta .
\]

The bound needs energies, velocities and one lifetime, but not the lifetimes of the omitted states. It can fail if \(\tau\) rises again above \(W\); one then replaces \(\tau(W)\) by an upper limit for the lifetime there.

**Acoustic limit.** In a parabolic band with acoustic scattering, \(g\propto E^{1/2}\), \(v^2\propto E\) and \(\tau\propto E^{-1/2}\). The integrand of \(N\) is proportional to \(Ee^{-E/\theta}\). With \(w=W/\theta\), the fraction of current above a sharp window is

\[
\frac{\int_w^\infty xe^{-x}dx}{\int_0^\infty xe^{-x}dx}=(1+w)e^{-w}.
\]

The corresponding fraction of carriers is \(\Gamma(3/2,w)/\Gamma(3/2)\simeq2\sqrt{w/\pi}\,e^{-w}\) for large \(w\), where \(\Gamma\) now denotes the gamma function. The current fraction is larger by a factor approaching \(\sqrt{\pi w}/2\). In this limit a window that looks safe for the density is less safe for the mobility. The order is not general: in the test model below, with intervalley phonons and a non-parabolic band, a sharp window at 0.10 eV omits 5.75 % of the carriers and 5.69 % of the current.

**Sharpness of the bound.** Near \(W\) write \(\tau(E)\simeq\tau(W)[1-s(E-W)]\), with \(s=-d\ln\tau/dE\). For \(w\gg1\) the omitted states lie on average about \(\theta\) above \(W\). The bound thus exceeds the loss of a sharp window by a factor of about \(1+s\theta\), which is close to one when the lifetime varies slowly over \(\theta\).

**Final states.** A second truncation hides in the lifetimes. If final states above \(W\) are also dropped, an initial state with \(E+\omega>W\) loses its absorption channel. Its rate falls, its lifetime grows, and the mobility rises. All initial states within \(\omega_{\max}\), the largest phonon energy, of the window are affected. The final-state limit must therefore lie at least \(\omega_{\max}\) above the highest retained initial state. The bound \(B(W)\) assumes that this has been done.

## Sampling error and the octree

Each cubic cell of side \(h\) is integrated with three Gauss points per axis. The cell is then divided into eight children, each integrated in the same way. The sampling estimate is

\[
s_h=\sum_{\text{cells}}\left|Q_{\text{parent}}-\sum_{j=1}^{8}Q_{\text{child},j}\right| ,
\]

and the children's sum is the reported integral. In a smooth region the rule is exact through degree five in each variable, so the error over a fixed volume scales as \(h^6\). Halving \(h\) divides it by 64, the difference is 63/64 of the parent error, and the error left in the children is 1/63 of the difference.

The lifetime is not smooth everywhere. At \(E=\omega\) phonon emission sets in and adds a term proportional to \(\sqrt{E-\omega}\) to the rate. In a cell crossed by this surface the integrand misses a polynomial by an amount of order \(h^{1/2}\), and the cell error is of order \(h^{3+1/2}\). The surface crosses a number of cells proportional to \(h^{-2}\), so the absolute errors add up to order \(h^{3/2}\). To reach a tolerance \(\epsilon\) one needs \(h\propto\epsilon^{2/3}\). That costs \(h^{-2}\propto\epsilon^{-4/3}\) cells if refinement follows the surface, and \(h^{-3}\propto\epsilon^{-2}\) if the whole region is refined.

A pointwise cut at \(W\) is worse, because it creates a jump. The cell error is then of order \(h^3\), the sum is of order \(h\), and even a mesh that follows the surface needs \(\epsilon^{-2}\) cells. The remedy is to keep every coarse cell that touches the window as a whole. The integrand then has no artificial jump, and the truncation bound still holds because \(\Omega\) has only grown. The price is a higher top energy, and with it a higher final-state limit.

The estimate \(s_h\) is not a strict bound. A feature missed by all points of a cell and of its children leaves no trace in it, so the coarse cells must not be much larger than the thermal momentum.

The algorithm is as follows.

1. Compute \(D\) and the tail integral from band energies and velocities. Choose \(W\) so that \(B(W)\) meets the truncation tolerance.
2. Keep the coarse cells whose lowest energy is below \(W\), and set the final-state limit from the highest energy in them.
3. Evaluate parents and children. Split the cells with the largest differences, enough of them to carry half of \(s_h\), and repeat until \(s_h\) meets its tolerance.
4. Report \(\mu(\Omega,h)-s_h\le\mu\le\mu(\Omega,h)+s_h+B(W)\), with the two contributions listed separately.

The interval holds if \(s_h\) covers the sampling error and the rates are accurate. In first-principles work each rate is itself a sum over phonon momenta. If its relative error is at most \(\eta<1\), then \(\tau\) changes by at most a fraction \(\eta/(1-\eta)\), and so does \(\mu\), since its integrand is positive. This third error is absent here, because \(g(E)\) is known in closed form.

## A silicon-like valley at 300 K

The inputs are rough, rounded values for electrons in silicon: \(m_l=0.92\), \(m_t=0.19\), \(\alpha=0.5\) eV⁻¹, \(\Xi=9\) eV, \(u=0.09\) Å/fs and \(\rho=2330\) kg/m³. One intervalley phonon has 0.06 eV, \(\Delta=10\) eV/Å and one final valley; the other has 0.05 eV, 2 eV/Å and four. The masses give \(m_d=0.321\) and \(m_c=0.258\), and \(\theta=0.02585\) eV. Keeping the acoustic phonon energy changes the acoustic rate at \(E=\theta\) by a factor 0.993, evaluated for an isotropic parabolic band of mass \(m_d\).

An integral over energy, which uses no momentum mesh, gives \(\mu=1705.57\) cm²/Vs. The decimals serve to compare numerical errors; the model does not deserve them.

**Window.** A bound of 0.1 % requires \(W=0.2181\) eV, or \(8.44\,\theta\). There \(B=1.706\) cm²/Vs, while a sharp window would lose 1.546 cm²/Vs; the ratio is 1.10. Coarse cells of side 0.08 Å⁻¹ fill the octant of positive momenta, and 10 of 54 touch the window. Keeping them whole reduces the loss to 0.027 cm²/Vs. It also raises the top energy to 0.661 eV, so final states are needed up to \(0.661+0.06=0.721\) eV. Smaller coarse cells would lower this limit.

**Mesh.** The octree gives 1705.572 cm²/Vs with \(s_h=1.480\) cm²/Vs, or 0.09 %. The actual sampling error is −0.029 cm²/Vs, about fifty times smaller than the estimate. The estimate adds magnitudes, so it allows no cancellation between cells, and it compares the children with their less accurate parents. The reported interval runs from \(1705.57-1.48=1704.09\) to \(1705.57+1.48+1.71=1708.76\) cm²/Vs. Ten parents with their children need \(10\times9\times27=2430\) evaluations, and each split adds \(8\times8\times27=1728\). The total of 45,630 therefore corresponds to 25 splits. The child cells range from 0.04 down to 0.0025 Å⁻¹.

**Narrow windows.** The errors below are relative to the full mobility. The second column is the loss from omitted initial states, the third the gain from also omitting final states, and the fourth the total when initial states, final states and density are all cut at \(W\).

| \(W\) (eV) | Initial (%) | Final (%) | All cut (%) |
|---|---:|---:|---:|
| 0.10 | −5.69 | +9.17 | +9.79 |
| 0.15 | −1.02 | +0.76 | +0.79 |
| 0.20 | −0.17 | +0.12 | +0.13 |
| 0.25 | −0.03 | +0.02 | +0.02 |

At 0.10 eV the lifetime error exceeds the loss of current. The 0.06 eV phonon then affects all initial states above 0.04 eV, which include much of the current. The first two errors add up to a gain only at 0.10 eV; with the cut in density, which reduces \(D\), the total is positive in all four rows. A common window thus overestimates the mobility at each of these four values of \(W\).

**Cost of a pointwise cut.** At \(W=0.10\) eV with a sampling tolerance of 0.2 %, the sharply cut integrand needs 114,534 evaluations. It gives 1608.65 cm²/Vs, close to its own limit of 1608.48. The same coarse cells without the cut need 12,582 evaluations and give 1689.07 cm²/Vs.

**Uniform meshes.** On the region for \(W=0.2181\) eV, uniform Gauss cells reach an estimate of 1.340 cm²/Vs with 1,244,160 evaluations. The octree reaches 0.947 cm²/Vs with 76,734, sixteen times fewer.

A plain midpoint mesh, with one point per cell, behaves differently. Its errors are −60.6, +3.6 and +1.5 cm²/Vs for 80, 640 and 5120 points. The last is below 0.1 % with fewer points than the octree used, though the octree's actual error is about fifty times smaller. For a smooth integrand \(G\), errors of different cells largely cancel. The leading midpoint error is \((h^2/24)\int\nabla^2G\,d^3k\), which equals \(h^2/24\) times the outward flux of \(\nabla G\) through the boundary. That flux vanishes on the mirror planes of the valley and is small on the outer boundary, where \(f\) is small. On the three meshes this term amounts to only −0.038, −0.009 and −0.002 cm²/Vs, so the listed errors have other sources. The coarsest mesh is too coarse for the expansion to apply. The argument also does not cover the emission surfaces, where \(\nabla G\) diverges, and these dominate the error of the finest mesh: with phonon emission switched off, the same 5120 points err by only −0.05 cm²/Vs. The point counts above do not show that the midpoint mesh is cheaper, because the octree was refined until its cautious estimate, not its actual error, met the tolerance. The octree supplies a local error estimate and needs no advance knowledge of where the emission surfaces lie.

## What the number means for silicon

The mobility of lightly doped bulk silicon at room temperature is roughly 1400 cm²/Vs, so the model value of about 1700 is of the right size but high. Its few phonons and rounded couplings do not justify closer agreement. Doping matters too: at \(10^{17}\) cm⁻³, screened ionised impurities, treated in the Born approximation with the isotropic mass \(m_d\), lower the model mobility by 38 %, whereas degeneracy changes it by less than 0.1 %. A parabolic band would give 1928 cm²/Vs. With the valley minimum placed at 0.85 of the distance from the zone centre to the X point, the ellipsoid reaches X at 0.118 eV, and beyond X the real band no longer follows it. In the model 3.1 % of the current flows above that energy; this is the current at energies where the ellipsoid fails in some directions, not an error bound. In a 10 nm film with hard walls and its normal along a cubic axis, the lowest confinement energies of the two valley orientations differ by 0.016 eV, or \(0.6\,\theta\). For parabolic masses this splitting grows as the inverse square of the thickness; non-parabolicity makes the growth somewhat slower in very thin films. A bulk calculation contains neither the splitting nor the scattering by rough surfaces, so it should not be applied to thin films without a separate check. The mean lifetime times the thermal velocity gives a path of 58 nm, over which a carrier gains \(\theta\) at 0.0045 MV/cm; the low-field mobility applies only well below this field. A drop of 1 V over 100 nm is 0.1 MV/cm, far outside the low-field regime.

At 400 K the model mobility falls to 934 cm²/Vs, and the window for the same 0.1 % bound widens to 0.295 eV. That is \(8.6\,\theta\), close to the value at 300 K. For this model a window fixed in units of \(\theta\) therefore carries over between the two temperatures better than one fixed in eV. The full list of values is in the numerical output.

## Numbers as computed

```
Temperature 300 K, kT = 0.02585 eV
Masses long., trans. = 0.92, 0.19 m_e; alpha = 0.5 1/eV
Density-of-states, conductivity mass = 0.3214, 0.2583 m_e
Acoustic potential 9.0 eV, sound speed 0.09 angstrom/fs
Mass density 2330 kg/m^3
Phonon 0.06 eV, field 10.0 eV/angstrom, final valleys 1
Phonon 0.05 eV, field 2.0 eV/angstrom, final valleys 4
Inelastic/elastic acoustic rate at E=kT = 0.9933
Full/relaxation-time, isotropic kernel = 1.000000
Full/relaxation-time, forward kernel = 1.339
Reference mobility (energy integral) = 1705.57 cm2/Vs
Window for 0.1 % tail bound = 0.2181 eV = 8.44 kT
Tail bound B(W) = 1.706 cm2/Vs
True loss, sharp window = 1.546 cm2/Vs
True loss, whole cells kept = 0.02688 cm2/Vs
Base cell 0.08 1/angstrom, cells kept 10 of 54
Highest energy in kept cells = 0.661 eV
Adaptive mobility = 1705.572 cm2/Vs
Sampling estimate = 1.480 cm2/Vs
Actual sampling error = -0.0288 cm2/Vs
Points evaluated in octant = 45630
Finest, coarsest cell = 0.00250, 0.04000 1/angstrom
Errors in % of mobility: W(eV), tail loss, final-state gain, all cut at W
  0.10  -5.6923  +9.1743  +9.7917
  0.15  -1.0213  +0.7613  +0.7872
  0.20  -0.1738  +0.1199  +0.1259
  0.25  -0.0285  +0.0192  +0.0209
Cut at 0.10 eV: mesh result 1608.65, its limit 1608.48 cm2/Vs
  sampling estimate 3.06 cm2/Vs, points 114534
  same cells without cut: 1689.07 cm2/Vs, points 12582
Uniform Gauss cells: estimate 1.340 cm2/Vs, points 1244160
Adaptive cells: estimate 0.947 cm2/Vs, points 76734
Uniform midpoint, spacing 0.040 1/angstrom: points 80, error -60.553 cm2/Vs
Uniform midpoint, spacing 0.020 1/angstrom: points 640, error +3.605 cm2/Vs
Uniform midpoint, spacing 0.010 1/angstrom: points 5120, error +1.487 cm2/Vs
Parabolic band instead: 1927.6 cm2/Vs
Degeneracy at 1e+17 cm^-3: -0.085 %
Ionised impurities at 1e+17 cm^-3: -37.6 %
Ellipsoid energy at X point = 0.1178 eV; current above it 3.11 %
Subband splitting in 10 nm film = 0.0157 eV
Mean lifetime 250.5 fs, mean free path 57.6 nm
Field giving kT per mean free path = 0.0045 MV/cm
At 400 K: mobility 934.0 cm2/Vs, window 0.2949 eV
```
